# The Koutecky-Levich relation for plating and its failure beyond first order

## 1. The question posed by a rotating disc

A metal is plated from solution onto a rotating disc held at a fixed potential. The current rises with rotation speed because stirring brings metal ions to the surface faster. What one wants to know is the current that the surface reaction would carry if the solution next to it were not depleted. The usual analysis plots the reciprocal current against the reciprocal square root of the speed, draws a straight line, and reads the answer from its intercept. When does the line exist, and what does its intercept mean when the kinetics are not first order?

Let $j$ be the plating current density, counted positive for deposition, $n$ the charge number of the ion, and $\mathcal F$ the Faraday constant. The ion concentration is $c_b$ in the bulk and $c_s$ at the surface, and $\theta=c_s/c_b$. The disc is smooth and the flow steady and laminar. The diffusivity $D$ and kinematic viscosity $\nu$ are constant, excess supporting electrolyte suppresses migration, and no side reaction carries current. The ohmic drop is taken to be negligible or removed at every point of the disc, so that the rate constant is uniform and does not change with rotation speed. On a real disc the drop varies with radius, and subtracting a single value leaves a residue. At the currents of Section 6, with a disc of radius 2.5 mm, a conductivity of $20\ \mathrm{S\,m^{-1}}$ and a transfer coefficient of 0.5, this residue lowers the fitted first-order kinetic current by roughly 5% while the plot still looks straight.

## 2. Mass transfer to the disc

Let $z$ be the distance from the disc, $\omega$ its angular speed, and $\zeta=z\sqrt{\omega/\nu}$. Seek a flow of the form

$$v_r=r\omega f(\zeta),\quad v_\varphi=r\omega g(\zeta),\quad v_z=\sqrt{\nu\omega}\,h(\zeta). \tag{1}$$

Incompressibility requires $r^{-1}\partial_r(rv_r)+\partial_zv_z=\omega(2f+h')=0$. Since $v_z$ depends on $z$ alone, the axial momentum equation makes $\partial_z p$ a function of $z$ alone. The radial pressure gradient is therefore independent of $z$, and it vanishes because the distant fluid has neither radial motion nor rotation.

In the radial momentum equation the inertial terms are $v_r\partial_rv_r=r\omega^2f^2$, $v_z\partial_zv_r=r\omega^2hf'$ and $-v_\varphi^2/r=-r\omega^2g^2$. The viscous term is $r\omega^2f''$, because the radial parts of the viscous operator cancel for a velocity proportional to $r$. In the azimuthal equation, $v_r\partial_rv_\varphi$ and $v_rv_\varphi/r$ each give $r\omega^2fg$. Hence

$$h'=-2f,\quad f''=f^2-g^2+hf',\quad g''=2fg+hg', \tag{2}$$

with $f(0)=h(0)=0$, $g(0)=1$, and $f,g\to0$ far away. The condition $h(0)=0$ neglects the very small normal velocity caused by deposition.

At the wall $f''(0)=-1$. With $a=f'(0)$, this gives $f=a\zeta-\zeta^2/2+\dots$, and integrating $h'=-2f$ gives

$$h=-a\zeta^2+\tfrac13\zeta^3+\dots \tag{3}$$

Numerical solution of (2) gives $a=0.5102$. The negative sign of $h$ means flow towards the disc.

Because $v_z$ does not depend on $r$, there is a concentration profile that depends on $z$ alone. It obeys $v_z\,dc/dz=D\,d^2c/dz^2$. In terms of $\zeta$, with $\mathrm{Sc}=\nu/D$,

$$\frac{d^2c}{d\zeta^2}=\mathrm{Sc}\,h\,\frac{dc}{d\zeta}. \tag{4}$$

One integration gives $c'(\zeta)=c'(0)\exp\!\left(\mathrm{Sc}\int_0^\zeta h\,d\zeta'\right)$. A second, from the surface to the bulk, gives $c_b-c_s=c'(0)\,I$, where

$$I=\int_0^\infty\exp\!\left(\mathrm{Sc}\int_0^\zeta h\,d\zeta'\right)d\zeta. \tag{5}$$

The ion flux into the surface is $D\,dc/dz=D\sqrt{\omega/\nu}\,c'(0)$ at $z=0$. Multiplying by $n\mathcal F$,

$$j=\frac{n\mathcal FD(c_b-c_s)}{\delta},\qquad \delta=\sqrt{\frac{\nu}{\omega}}\;I. \tag{6}$$

The largest current that transport can supply has $c_s=0$. It defines the limiting current density

$$j_L=B\sqrt\omega,\qquad B=\frac{n\mathcal FDc_b}{\sqrt\nu\,I}. \tag{7}$$

Dividing (6) by (7) gives the transport condition used below:

$$\theta=1-\frac{j}{j_L}. \tag{8}$$

Since $I$ depends on $\mathrm{Sc}$ but not on $\omega$, the square-root law holds at every Schmidt number within this model. For large $\mathrm{Sc}$ the first term of (3) suffices. With $b=[3/(a\,\mathrm{Sc})]^{1/3}$,

$$I_0=\int_0^\infty e^{-(\zeta/b)^3}d\zeta=b\,\Gamma(4/3), \tag{9}$$

which turns (7) into Levich's formula $j_L=0.6205\,n\mathcal FD^{2/3}\nu^{-1/6}c_b\,\omega^{1/2}$.

The cubic term of (3) multiplies the integrand by $1+\mathrm{Sc}\,\zeta^4/12$ to first order. The substitution $t=(\zeta/b)^3$ gives $\int_0^\infty\zeta^4e^{-(\zeta/b)^3}d\zeta=b^5\Gamma(5/3)/3$, so

$$\frac{I}{I_0}=1+\frac{\Gamma(5/3)}{36\,\Gamma(4/3)}\left(\frac3a\right)^{4/3}\mathrm{Sc}^{-1/3}+\dots \tag{10}$$

At $\mathrm{Sc}=1000$ the correction term is 0.0298, while the full integral gives $I/I_0=1.0313$. Levich's formula thus overestimates $j_L$ by about 3% here. This changes the slope of the plot, not its straightness.

## 3. First-order kinetics in series

Let deposition be irreversible and first order, $j=n\mathcal Fk\,c_s$, with $k$ fixed by the potential. The kinetic current density is the value without depletion, $j_k=n\mathcal Fk\,c_b$, so $j=j_k\theta$. In the steady state every ion that crosses the diffusion layer is discharged, so the same $j$ appears in the rate law and in (8):

$$\frac{j}{j_k}=1-\frac{j}{j_L}.$$

Dividing by $j$ and rearranging gives the Koutecky-Levich relation,

$$\frac1j=\frac1{j_k}+\frac1{j_L}=\frac1{j_k}+\frac1{B\sqrt\omega}. \tag{11}$$

The two reciprocals add like resistances in series. For $j_k\ll j_L$ the surface is hardly depleted and $j\approx j_k$. For $j_k\gg j_L$ transport sets the current and $j\approx j_L$. The intercept of $1/j$ against $\omega^{-1/2}$ is $1/j_k$, and the slope is $1/B$.

## 4. Which rate laws give a straight line?

Suppose that a rate law gives

$$\frac1j=A+\frac{S}{j_L} \tag{12}$$

for every $j_L$, with constants $A\ne0$ and $S$. Multiply by $j$ and use $j/j_L=1-\theta$ from (8). Then $1=Aj+S(1-\theta)$, or

$$j=\frac{1-S(1-\theta)}{A}. \tag{13}$$

The rate must be a constant plus a term linear in $\theta$ over the range of $\theta$ visited. The excluded case $A=0$ means $\theta=1-1/S$ at every speed: the surface concentration is pinned at its equilibrium value by very fast reversible kinetics, and the line passes through the origin. Conversely, let $j=\alpha+\beta\theta$. Inserting (8) gives $j(1+\beta/j_L)=\alpha+\beta$, and hence

$$\frac1j=\frac1{\alpha+\beta}+\frac{\beta}{\alpha+\beta}\,\frac1{j_L}. \tag{14}$$

The intercept is the reciprocal of the undepleted current, but the slope is $1/B$ only if $\alpha=0$.

Reversible plating is a case with $\alpha\ne0$. The deposited metal is a pure phase, so its dissolution current $j_b$ does not depend on $c_s$, and $j=j_f\theta-j_b$. Measure the overpotential $\eta$ from the equilibrium potential of the bulk solution, where $j_f=j_b$ at $\theta=1$. A cathodic overpotential shifts the two activation energies in opposite senses, by amounts that together make $n\mathcal F|\eta|$ per mole. Therefore

$$\frac{j_b}{j_f}=e^{-n\mathcal F|\eta|/RT}. \tag{15}$$

With $\alpha=-j_b$ and $\beta=j_f$ in (14), the slope is multiplied by $1/(1-j_b/j_f)$. For $n=2$, $|\eta|=30$ mV and 298.15 K, the ratio is 0.0968. If $j_f=1000\ \mathrm{A\,m^{-2}}$, the undepleted net current is $1000(1-0.0968)=903.2\ \mathrm{A\,m^{-2}}$, and the slope factor is $1/0.9032=1.107$. A straight plot is therefore no proof that the back reaction is negligible.

## 5. A reaction of order $p$

Now let the irreversible rate vary as $c_s^p$, with a constant $p>0$ over the concentrations visited. Order one half arises, for example, when the discharging particle is a monomer in rapid equilibrium with a prevalent dimer: the monomer concentration then varies as the square root of the dimer concentration. With $j=j_k\theta^p$ and (8),

$$j=j_k\left(1-\frac{j}{j_L}\right)^p. \tag{16}$$

As $j$ runs from 0 to $j_L$, the left side rises from zero while the right side falls from $j_k$ to zero, so there is one solution. It never exceeds $j_k$. Hence $j/j_L\to0$ as $j_L\to\infty$, and (16) gives $j\to j_k$. The true limit of $1/j$ at infinite speed is $1/j_k$ for every order $p>0$. This is a limit of the laminar model; a real flow becomes turbulent first. What fails for $p\ne1$ is the straight line used to reach the limit.

To find the shape of the plot, set $y=j_k/j$ and $u=j_k/j_L$. Then $j/j_L=u/y$, and (16) reads $1/y=(1-u/y)^p$. Taking the power $1/p$ and multiplying by $y$,

$$u=y-y^{\,1-1/p},\qquad \theta=1-\frac uy=y^{-1/p}. \tag{17}$$

Differentiation gives $du/dy=1-(1-1/p)\,y^{-1/p}=1-(1-1/p)\,\theta$, so the local slope is

$$s\equiv\frac{dy}{du}=\frac{p}{p+(1-p)\theta}. \tag{18}$$

The denominator equals $p(1-\theta)+\theta$ and is positive. Since $y$ and $u$ carry the same factor $j_k$, $s$ is also the slope of $1/j$ against $1/j_L$; against $\omega^{-1/2}$ the slope is $s/B$.

A tangent extrapolated to $u=0$ meets the axis at $y_0=y-us$. From (17), $u=y(1-\theta)$, so

$$y_0=y\,\frac{p+(1-p)\theta-p(1-\theta)}{p+(1-p)\theta}=\frac{y\,\theta}{p+(1-p)\theta}.$$

On the measured plot of $1/j$ the same tangent has the intercept $y_0/j_k$. An observer who takes this for the reciprocal of the kinetic current infers an apparent value $j_{\rm app}=j_k/y_0$. With $y=\theta^{-p}$,

$$\frac{j_{\rm app}}{j_k}=\theta^{\,p-1}\left[p+(1-p)\theta\right]. \tag{19}$$

For $p=1$ this is 1 at every speed. For any other order it depends on the surface concentration, and so on the speeds chosen.

### Weak and strong depletion

Let $\varepsilon=1-\theta$ be small. The bracket in (19) is $1+(p-1)\varepsilon$, and $\theta^{p-1}=1-(p-1)\varepsilon+\tfrac12(p-1)(p-2)\varepsilon^2+\dots$. The linear terms cancel. The coefficient of $\varepsilon^2$ is $\tfrac12(p-1)(p-2)-(p-1)^2=-\tfrac12p(p-1)$, so

$$\frac{j_{\rm app}}{j_k}=1-\frac{p(p-1)}2\,\varepsilon^2+\dots,\qquad s\to p. \tag{20}$$

The intercept is then nearly right, but the slope is wrong by the factor $p$. The reason is visible in (16): a small fractional depletion $j/j_L$ lowers the rate by the fraction $p\,j/j_L$.

For strong depletion, $\theta\to0$, the roles are exchanged. The slope tends to 1, while $j_{\rm app}/j_k\approx p\,\theta^{p-1}$ tends to zero for $p>1$ and grows without bound for $p<1$.

### The sign of the error in a fitted line

As $u$ increases, $y$ increases and $\theta=y^{-1/p}$ decreases. By (18) the slope then rises for $p<1$ and falls for $p>1$. The plot is convex in the first case and concave in the second.

Consider an unweighted least-squares line through points on the convex curve at three or more speeds, with abscissae $x_i=\omega_i^{-1/2}$ and residuals $e_i$ (data minus line). The fit requires $\sum e_i=0$ and $\sum x_ie_i=0$. The residuals cannot all have one sign. Nor can they change sign just once, at some $x_*$, because $\sum(x_i-x_*)e_i$ would then be nonzero. They change sign at least twice. A strictly convex curve crosses a line at most twice and lies above it outside the crossings. At $x=0$, to the left of the data, the curve is therefore above the fitted line. The fitted intercept is smaller than $1/j_k$, and $j_k$ is overestimated for $p<1$. For $p>1$ all signs are reversed and $j_k$ is underestimated.

## 6. A worked example

Take the round parameters $n=2$, $c_b=50\ \mathrm{mol\,m^{-3}}$, $D=10^{-9}\ \mathrm{m^2\,s^{-1}}$, $\nu=10^{-6}\ \mathrm{m^2\,s^{-1}}$ and $j_k=1000\ \mathrm{A\,m^{-2}}$. The full integral (5) gives $B=58.05\ \mathrm{A\,m^{-2}\,s^{1/2}}$. At 1600 rpm, $\omega=167.55\ \mathrm{rad\,s^{-1}}$, so $j_L=58.05\sqrt{167.55}=751.4\ \mathrm{A\,m^{-2}}$, and the layer thickness $\delta$ is 12.8 µm.

The currents below, in $\mathrm{A\,m^{-2}}$, come from numerical solution of (4) with the rate law as boundary condition. They were tested against (16) and agree within a relative tolerance of $2\times10^{-5}$.

| rpm | $j_L$ | $p=1/2$ | $p=1$ | $p=2$ |
|---|---|---|---|---|
| 400 | 375.7 | 333.8 | 273.1 | 205.4 |
| 900 | 563.5 | 449.6 | 360.4 | 270.5 |
| 1600 | 751.4 | 535.7 | 429.0 | 323.8 |
| 2500 | 939.2 | 600.5 | 484.3 | 368.8 |
| 3600 | 1127.0 | 650.4 | 529.9 | 407.5 |

For first order at 1600 rpm, (11) gives $1/j=1/1000+1/751.4=0.002331\ \mathrm{m^2\,A^{-1}}$, or $j=429.0\ \mathrm{A\,m^{-2}}$, as in the table. For second order at the same speed, $\theta=1-323.8/751.4=0.569$. Equation (19) then gives $j_{\rm app}/j_k=0.569\,(2-0.569)=0.814$, and (18) gives $s=2/(2-0.569)=1.398$.

Straight lines fitted to all five speeds give the following. The misfit is the largest deviation of the line from the data, relative to $1/j$.

| Case | apparent $j_k$ ($\mathrm{A\,m^{-2}}$) | slope × $B$ | misfit |
|---|---|---|---|
| $p=1/2$ | 1275 | 0.825 | 1.39% |
| $p=1$ | 1000 | 1.000 | 0.00% |
| $p=2$ | 789 | 1.358 | 0.76% |

The apparent kinetic currents, 127.5 and 78.9 $\mathrm{mA\,cm^{-2}}$ for orders one half and two, differ from the true 100 $\mathrm{mA\,cm^{-2}}$ by +27% and −21%. Yet neither line misses a point by more than 1.4%. Experimental scatter of that size could hide the curvature, so a good fit does not certify the intercept.

The slope misleads as well. If $D$, $\nu$ and $c_b$ are known and the slope is used to find the charge number, the result is $n$ divided by slope × $B$: $2/1.358=1.47$ for second order and $2/0.825=2.42$ for order one half, although two electrons are transferred in both cases.

Slower kinetics show the other limit. With $p=2$ and $j_k=100\ \mathrm{A\,m^{-2}}$, $\theta$ lies between 0.821 and 0.924. The fitted $j_k$ is $98.5\ \mathrm{A\,m^{-2}}$, just 1.5% low, but slope × $B$ is 1.767, on its way to the limit $p=2$. This agrees with (20), whose leading error $-\varepsilon^2$ runs from $-0.179^2=-3.2\%$ to $-0.076^2=-0.6\%$ over the range.

## 7. An analysis that does not assume the order

If $j_L$ is measured separately at each speed, from the current plateau at more negative potential, the logarithm of (16) gives

$$\ln j=\ln j_k+p\,\ln\!\left(1-\frac j{j_L}\right). \tag{21}$$

The slope is the reaction order, and the intercept, at $\theta=1$, is the logarithm of the kinetic current. Applied to the currents of orders one half and two, it returns 0.500 and 2.000, with $j_k=1000\ \mathrm{A\,m^{-2}}$ in both cases. The plateau must be free of side reactions such as hydrogen evolution, and the deposit must stay smooth, although metals tend to roughen when plated near the limiting current.

The method needs a good $j_L$. From (8), a small relative error in $j_L$ changes $\ln\theta$ by $(1-\theta)/\theta$ times that error, which is largest where depletion is strongest. At $\theta=0.111$, the lowest speed for $p=1/2$, the factor is 8. Using Levich's $j_L$, about 3% too high, gives order 0.576 and $j_k=1049\ \mathrm{A\,m^{-2}}$ instead of 0.500 and 1000. For $p=2$ it gives 2.117 and $1017\ \mathrm{A\,m^{-2}}$.

Equation (21) still assumes one irreversible reaction with a constant order. A dissolution current, an order that changes with concentration, or an uncorrected ohmic drop violates it. The ohmic drop does so because a faster rotation raises the current and thereby lowers the driving force at the surface, so that $j_k$ is no longer the same at all speeds. The computed values behind this example are collected in the numerical output that follows.

## Numbers as computed

```
n = 2, c_b = 50 mol/m^3
D = 1.0e-09 m^2/s, nu = 1.0e-06 m^2/s, Sc = 1000
jk = 1000 A/m^2, weak-depletion jk = 100 A/m^2
wall coefficient a = 0.5102
Levich prefactor 1/(Gamma(4/3)(3/a)^(1/3)) = 0.6205
layer thickness, full/Levich = 1.0313
first correction term = 0.0298
B full = 58.05, B Levich = 59.86 A m^-2 s^(1/2)
layer thickness at 1600 rpm = 12.84 micrometre
rpm, omega (rad/s), jL, j(p=1/2), j(p=1), j(p=2) in A/m^2:
  400  41.89  375.7  333.8  273.1  205.4
  900  94.25  563.5  449.6  360.4  270.5
  1600  167.55  751.4  535.7  429.0  323.8
  2500  261.80  939.2  600.5  484.3  368.8
  3600  376.99  1127.0  650.4  529.9  407.5
theta at lowest and highest speed:
  p=1/2: 0.111, 0.423
  p=1: 0.273, 0.530
  p=2: 0.453, 0.638
  p=2 weak: 0.821, 0.924
line fits: apparent jk (A/m^2; mA/cm^2), slope*B, worst misfit (%):
  p=1/2: 1274.8; 127.48, 0.825, 1.39
  p=1: 1000.0; 100.00, 1.000, 0.00
  p=2: 788.8; 78.88, 1.358, 0.76
  p=2 weak: 98.5; 9.85, 1.767, 0.15
tangent at 1600 rpm: theta, apparent jk/jk, slope*B:
  p=1/2: 0.287, 1.201, 0.777
  p=2: 0.569, 0.814, 1.398
reversible case: |eta| = 30 mV, T = 298.15 K
  jb/jf = 0.0968, net jk = 903.2 A/m^2
  fitted: jk = 903.2 A/m^2, slope*B = 1.1072
log analysis: order, jk (A/m^2) with true jL | with Levich jL:
  p=1/2: 0.500, 1000.0 | 0.576, 1049.5
  p=2: 2.000, 1000.0 | 2.117, 1017.4
```
